# Why spin torque is not an effective energy in a biaxial macrospin: test program

```python
"""Test of the claim that spin torque can be absorbed into an effective energy.

Result under test: with Phi = E - (s/alpha) m.p, the density exp(-Phi/kT) obeys
  d(rho)/dt = rho * s * (m x p).grad(E) / (alpha*J*kT),
so it is stationary only if E is symmetric about p (or s = 0).
m: unit moment direction; p: spin polarization; E: magnetic energy;
J: angular momentum in hbar; alpha: Gilbert damping; s: absorbed spin current
times hbar (an energy); K, Kp: easy-axis and hard-axis energies.
Biaxial energy: E = -K*mz^2 + Kp*mx^2, p = +z, initial state m = -z.
Weak-damping barrier: K - (s/alpha)*Q, with Q an orbit average.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import eval_legendre, gammaln, lpmv
import scipy.sparse as sparse
from scipy.sparse.linalg import eigs, spsolve


def show(label, value, unit="", fmt=".5g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# ---------- raw Gilbert equation and Fokker-Planck residual ----------
def gilbert_velocity(m, A, p, alpha, s, J):
    """Solve the implicit Gilbert equation for E = m.A.m."""
    torque = (np.cross(m, 2 * A @ m) + s * np.cross(m, np.cross(p, m))) / J
    cross_matrix = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]],
                             [-m[1], m[0], 0]])
    return np.linalg.solve(np.eye(3) - alpha * cross_matrix, torque)


def density_change(m, A, p, alpha, s, J, kT):
    """Finite-difference Fokker-Planck rate of exp(-Phi/kT), and the density."""
    def rho(x):
        n = x / np.linalg.norm(x)
        return np.exp(-(n @ A @ n - s / alpha * (n @ p)) / kT)

    def drift_current(x):
        n = x / np.linalg.norm(x)
        return rho(n) * gilbert_velocity(n, A, p, alpha, s, J)

    h = 5e-4
    divergence = laplacian = 0.0
    for i in range(3):
        d = np.zeros(3)
        d[i] = h
        divergence += (drift_current(m + d)[i] - drift_current(m - d)[i]) / (2*h)
        laplacian += (rho(m + d) + rho(m - d) - 2 * rho(m)) / h**2
    diffusion = alpha * kT / (J * (1 + alpha**2))
    return -divergence + diffusion * laplacian, rho(m)


rng = np.random.default_rng(4)
p_tilted = np.array([1.0, 2.0, 2.0]) / 3
A_biaxial = np.diag([1.3, 0.0, -0.8])
A_symmetric = -0.8 * np.outer(p_tilted, p_tilted)
al, J_test, kT_test = 0.3, 1.7, 0.9
largest_residual = 0.0
for _ in range(8):
    m = rng.normal(size=3)
    m /= np.linalg.norm(m)
    for A, p, s in [(A_biaxial, p_tilted, 0.25),
                    (A_biaxial, np.array([0, 0, 1.0]), 0.25),
                    (A_symmetric, p_tilted, 0.25), (A_biaxial, p_tilted, 0.0)]:
        change, rho = density_change(m, A, p, al, s, J_test, kT_test)
        formula = s * np.cross(m, p) @ (2*A@m) / (al * J_test * kT_test)
        # Central differences have an error proportional to the squared step.
        assert abs(change / rho - formula) < 2e-3
        largest_residual = max(largest_residual, abs(change / rho))
    s = 0.25
    project = np.eye(3) - np.outer(m, m)
    grad_E = project @ (2 * A_biaxial @ m)
    grad_u = project @ p_tilted
    split = (np.cross(m, grad_E + al*s*grad_u)
             - al*(grad_E - s/al*grad_u)) / (J_test*(1 + al**2))
    raw = gilbert_velocity(m, A_biaxial, p_tilted, al, s, J_test)
    assert np.allclose(raw, split, atol=1e-12)
assert largest_residual > 0.1

# Thermal fields in the Gilbert equation must produce isotropic diffusion.
x, y, z = sp.symbols("x y z", real=True)
coords = sp.Matrix([x, y, z])
a_exact = sp.Rational(3, 10)
for function, eigenvalue in [(x*y*z, -12), (x**2 - y**2, -6)]:
    total = 0
    for i in range(3):
        axis = sp.eye(3)[:, i]
        turn = coords.cross(axis)
        field = (turn + a_exact * coords.cross(turn)) / (1 + a_exact**2)
        first = sum(field[j]*sp.diff(function, coords[j]) for j in range(3))
        total += sum(field[j]*sp.diff(first, coords[j]) for j in range(3))
    point = {x: sp.Rational(1, 3), y: sp.Rational(2, 3), z: sp.Rational(2, 3)}
    expected = eigenvalue * function / (1 + a_exact**2)
    assert sp.simplify((total - expected).subs(point)) == 0


# ---------- weak-damping orbit averages ----------
def orbit_integrals(e, K, Kp, n=20000):
    """Return integrals of grad(E).grad(u) dt and |grad(E)|^2 dt."""
    angle = 2*np.pi*(np.arange(n) + 0.5)/n
    ax, ay = np.sqrt(e/(K + Kp)), np.sqrt(e/K)
    mx, my = ax*np.cos(angle), ay*np.sin(angle)
    mz = -np.sqrt(1 - mx**2 - my**2)
    dx, dy = -ax*np.sin(angle), ay*np.cos(angle)
    dz = -(mx*dx + my*dy)/mz
    length = np.sqrt(dx**2 + dy**2 + dz**2)
    energy = -K*mz**2 + Kp*mx**2
    gx, gz = 2*Kp*mx, -2*K*mz
    slope = np.sqrt(gx**2 + gz**2 - 4*energy**2)
    push = 2*np.pi*np.mean((gz - 2*energy*mz)/slope*length)
    loss = 2*np.pi*np.mean(slope*length)
    return push, loss


def q_orbit(e, K, Kp):
    push, loss = orbit_integrals(e, K, Kp)
    return push/loss


def q_integral(e_top, K, Kp):
    nodes, weights = np.polynomial.legendre.leggauss(24)
    energies = e_top*(nodes + 1)/2
    return e_top/2*sum(w*q_orbit(e, K, Kp) for e, w in zip(energies, weights))


for K, Kp in [(1.0, 2.0), (1.0, 15.0)]:
    push, _ = orbit_integrals(0.6*K, K, Kp)
    assert np.isclose(push, 2*np.pi*0.6*K/np.sqrt(K*(K + Kp)), rtol=1e-7)
    assert np.isclose(q_orbit(1e-4*K, K, Kp), 1/(2*K + Kp), rtol=1e-3)
    assert np.isclose(q_orbit((1 - 1e-5)*K, K, Kp),
                      np.pi/(4*np.sqrt(Kp*(K + Kp))), rtol=2e-3)


def escape_push(alpha, K, Kp):
    """Work of unit spin current on the finite-damping escape path at small s.

    The path is followed backwards, from the saddle +y down to -z.
    """
    def rhs(_, state):
        mx, my, mz, _ = state
        energy = -K*mz*mz + Kp*mx*mx
        gx, gz = 2*Kp*mx, -2*K*mz
        return [-(my*gz + alpha*(gx - 2*energy*mx)),
                -(mz*gx - mx*gz - 2*alpha*energy*my),
                -(-my*gx + alpha*(gz - 2*energy*mz)),
                gz - 2*energy*mz + alpha*my*gx]
    delta = 1e-6
    duration = 12/(2*alpha*(2*K + Kp)) + 5
    answer = solve_ivp(rhs, (0, duration),
                       [0, np.sqrt(1-delta**2), -delta, 0],
                       method="DOP853", rtol=1e-8, atol=1e-10)
    assert answer.success and answer.y[2, -1] < -0.999
    return answer.y[3, -1]


Q_device_ratio = q_integral(1.0, 1.0, 15.0)
path_Q = 0.004*escape_push(0.004, 1.0, 15.0)
# The path has finite damping; the orbit average is its weak-damping limit.
assert np.isclose(path_Q, Q_device_ratio, rtol=0.02)


# ---------- spherical-harmonic Fokker-Planck solution, kT = 1 ----------
def fokker_planck(K, Kp, alpha, s, lmax):
    big = lmax + 2
    l = np.concatenate([np.full(2*k + 1, k) for k in range(big + 1)])
    m = np.concatenate([np.arange(-k, k + 1) for k in range(big + 1)])
    n = len(l)
    index = np.arange(n)

    def matrix(mask, new_l, new_m, value):
        rows = new_l**2 + new_l + new_m
        return sparse.csr_matrix((value, (rows, index[mask])), shape=(n, n))

    up = l < big
    a, b = l[up], m[up]
    raise_l = matrix(up, a + 1, b, np.sqrt(((a+1)**2-b**2)/(4*(a+1)**2-1)))
    Z = raise_l + raise_l.T
    U = matrix(up, a + 1, b + 1,
               -np.sqrt((a+b+1)*(a+b+2)/((2*a+1)*(2*a+3))))
    down = (l > 0) & (np.abs(m + 1) <= l - 1)
    a, b = l[down], m[down]
    U = U + matrix(down, a - 1, b + 1,
                   np.sqrt((a-b)*(a-b-1)/((2*a-1)*(2*a+1))))
    X = (U + U.T)/2
    ladder = m < l
    a, b = l[ladder], m[ladder]
    Lplus = matrix(ladder, a, b + 1, np.sqrt((a-b)*(a+b+1)))
    Rx = 0.5j*(Lplus + Lplus.T)
    Rz = sparse.diags(1j*m)
    lap = sparse.diags(-(l*(l + 1)).astype(float))
    one = sparse.identity(n)
    E = -K*(Z@Z) + Kp*(X@X)
    lap_E = -K*(2*one - 6*(Z@Z)) + Kp*(2*one - 6*(X@X))

    def gradient_product(g, lap_g):
        return (lap@g - g@lap - lap_g)/2

    generator = (2*K*(Z@Rz) - 2*Kp*(X@Rx)
                 - alpha*gradient_product(E, lap_E)
                 + s*gradient_product(Z, -2*Z) - alpha*s*Rz + alpha*lap)
    keep = np.where((l <= lmax) & (m % 2 == 0))[0]
    generator = generator.tocsr()[keep][:, keep]
    return generator.conj().T.tocsc(), l[keep], m[keep]


def stationary(K, Kp, alpha, s, lmax):
    F, l, m = fokker_planck(K, Kp, alpha, s, lmax)
    rhs = -F[1:, 0].toarray().ravel()
    coefficients = np.r_[1.0, spsolve(F[1:, 1:], rhs)]
    return F, l, m, coefficients


def log_density(solution, point):
    _, l, m, c = solution
    k = np.abs(m)
    size = np.sqrt((2*l+1)/(4*np.pi))
    size = size*np.exp((gammaln(l-k+1) - gammaln(l+k+1))/2)
    phi = np.arctan2(point[1], point[0])
    value = np.sum(c*size*lpmv(k, l, point[2])*np.exp(1j*m*phi)).real
    assert value > 0
    return np.log(value)


south, saddle, hard = (0, 0, -1.0), (0, 1.0, 0), (1.0, 0, 0)
control = stationary(3.0, 0.0, 0.01, 0.02, 36)
uniaxial_drop = log_density(control, south) - log_density(control, saddle)
assert abs(uniaxial_drop - 1.0) < 1e-5
control = stationary(3.0, 6.0, 0.01, 0.0, 40)
assert abs(log_density(control, south)-log_density(control, saddle)-3) < 1e-5
assert abs(log_density(control, south)-log_density(control, hard)-9) < 1e-3

K, Kp, alpha, push_ratio = 3.0, 6.0, 0.01, 2.0
solution = stationary(K, Kp, alpha, alpha*push_ratio, 48)
smaller = stationary(K, Kp, alpha, alpha*push_ratio, 40)
e_mid = K/2
x_mid, y_mid = np.sqrt(e_mid/(K+Kp)), np.sqrt(e_mid/K)
point_x = (x_mid, 0, -np.sqrt(1-x_mid**2))
point_y = (0, y_mid, -np.sqrt(1-y_mid**2))
drop_x = log_density(solution, south) - log_density(solution, point_x)
drop_y = log_density(solution, south) - log_density(solution, point_y)
drop_orbit = e_mid - push_ratio*q_integral(e_mid, K, Kp)
naive_x = e_mid - push_ratio*(1 + point_x[2])
naive_y = e_mid - push_ratio*(1 + point_y[2])
# Damping is finite and the separatrix has a small thermal boundary layer.
assert abs(drop_x-drop_orbit) < 0.02 and abs(drop_y-drop_orbit) < 0.02
basis_shift = abs(drop_y - log_density(smaller, south)
                  + log_density(smaller, point_y))
assert basis_shift < 5e-3


def leaving_rate(K, s_over_alpha):
    alpha_rate = 0.02
    F, l, m, c = stationary(K, 2*K, alpha_rate, alpha_rate*s_over_alpha, 48)
    block = F[1:, 1:]
    slow = eigs(block, k=1, sigma=0, v0=np.ones(block.shape[0]),
                return_eigenvectors=False)[0]
    assert slow.real < 0 and abs(slow.imag) < 1e-6*abs(slow.real)
    select = (m == 0) & (l % 2 == 1)
    odd = l[select]
    half = (eval_legendre(odd-1, 0)-eval_legendre(odd+1, 0))/(2*odd+1)
    upper = 0.5 + 0.5*np.sum(c[select].real*np.sqrt(2*odd+1)*half)
    return -slow.real*upper


gain = {k: np.log(leaving_rate(k, 0.8*k)/leaving_rate(k, 0.0))
        for k in (6.0, 10.0)}
rate_slope = (gain[10.0] - gain[6.0])/4
orbit_slope = 0.8*q_integral(1.0, 1.0, 2.0)
naive_slope = 1 - (1 - 0.4)**2
# Rate prefactors vary slowly with barrier height and are not in this slope.
assert abs(rate_slope - orbit_slope) < 0.08
assert abs(rate_slope - naive_slope) > 0.2

# ---------- worked device example; energies in eV ----------
long_nm, short_nm, thick_nm = 80.0, 40.0, 2.0
K, Kp, alpha, eta, temperature = 1.0, 15.0, 0.01, 0.6, 300.0
magnetization, current = 1.0e6, 10e-6
area_nm2 = np.pi*long_nm*short_nm/4
volume_nm3 = area_nm2*thick_nm
mu_B = const.physical_constants["Bohr magneton"][0]
J = magnetization*volume_nm3*1e-27/(2*mu_B)
hbar_eV = const.hbar/const.e
kT = const.k*temperature/const.e
s = eta*current/(2*const.e)*hbar_eV
to_microamp = 2*const.e/(eta*hbar_eV)*1e6
A_device = np.diag([Kp, 0, -K])
p = np.array([0, 0, 1.0])


def linear_matrix(spin_current):
    h = 1e-5
    columns = []
    for i in range(2):
        velocities = []
        for sign in (1, -1):
            m = np.array([0, 0, -np.sqrt(1-h*h)])
            m[i] = sign*h
            velocities.append(gilbert_velocity(m, A_device, p, alpha,
                                               spin_current, 1.0)[:2])
        columns.append((velocities[0]-velocities[1])/(2*h))
    return np.array(columns).T


def growth(spin_current):
    return max(np.linalg.eigvals(linear_matrix(spin_current)).real)


s_naive, s_true = 2*alpha*K, alpha*(2*K+Kp)
s_found = brentq(growth, 0, 2*s_true)
assert np.isclose(s_found, s_true, rtol=1e-6)
assert growth(1.5*s_naive) < 0
assert np.isclose(np.linalg.det(linear_matrix(s)),
                  (4*K*(K+Kp)+s*s)/(1+alpha**2), rtol=1e-6)
barrier_naive = K*(1-s/(2*alpha*K))**2
c_grid = np.linspace(-1, 1, 200001)
phi_grid = -K*c_grid**2 - s/alpha*c_grid
assert np.isclose(phi_grid.max()-phi_grid[0], barrier_naive, atol=1e-8)
Q = q_integral(K, K, Kp)
reduction = s/alpha*Q
barrier_true = K-reduction
barrier_path = K-s*escape_push(alpha, K, Kp)
assert all(1-s/alpha*q_orbit(f*K, K, Kp) > 0 for f in (0.01, 0.5, 0.99))
mx_typical = np.sqrt(kT/(2*(K+Kp)-s/alpha))
my_typical = np.sqrt(kT/(2*K-s/alpha))
residual_rate = 2*s*Kp*mx_typical*my_typical/(alpha*J*kT*hbar_eV)

# Sizes of omitted effects; these auxiliary inputs are rough model values.
ra_product, oxide_nm, exchange, conductivity = 5.0, 1.0, 20e-12, 10.0
resistance = ra_product/(area_nm2*1e-6)
voltage = current*resistance
critical_current = s_true*to_microamp*1e-6
critical_voltage = critical_current*resistance
wall_energy = (4*np.sqrt(exchange*K*const.e/(volume_nm3*1e-27))
               * short_nm*thick_nm*1e-18/const.e)
quantum_ratio = np.sqrt(4*K*(K+Kp))/(J*kT)
shot_ratio = (current/const.e/np.tanh(voltage/(2*kT))
              / (8*J*alpha*kT/hbar_eV))
thermal_resistance = 1/(4*conductivity*np.sqrt(area_nm2/np.pi)*1e-9)
hot_kT = const.k*358/const.e

print("FOKKER-PLANCK TESTS (energies in kT)")
show("Largest finite-difference relative residual", largest_residual,
     "per model time")
show("Uniaxial log-density drop, pole to equator", uniaxial_drop)
print("Biaxial test: K=3, Kp=6, alpha=0.01, s/alpha=2, orbit e=1.5")
show("Log-density drop to hard-side point, computed", drop_x)
show("Log-density drop to easy-plane point, computed", drop_y)
show("Both drops from orbit average", drop_orbit)
show("Hard-side drop from Phi", naive_x)
show("Easy-plane drop from Phi", naive_y)
show("Basis shift, lmax 40 to 48", basis_shift)
print("Rate test: Kp/K=2, alpha=0.02, s/(alpha K)=0.8, K=6 and 10")
show("Log-rate gain per K, computed", rate_slope)
show("Log-rate gain per K, orbit average", orbit_slope)
show("Log-rate gain per K, Phi", naive_slope)
print("DEVICE INPUTS")
print(f"Ellipse axes and thickness: {long_nm:g}, {short_nm:g}, {thick_nm:g} nm")
show("Easy-axis energy K", K, "eV")
show("Hard-axis energy Kp", Kp, "eV")
show("Damping alpha", alpha)
show("Spin polarization eta", eta)
show("Temperature", temperature, "K")
show("Magnetization", magnetization/1e3, "kA/m")
show("Read current", current*1e6, "uA")
print("DEVICE RESULTS")
show("Layer angular momentum", J, "hbar")
show("Thermal energy", kT, "eV")
show("Spin current s", s, "eV")
show("s/alpha", s/alpha, "eV")
show("Typical mx in Phi well", mx_typical)
show("Typical my in Phi well", my_typical)
show("Relative density-change rate there", residual_rate*1e-9, "1/ns")
show("Critical current from Phi", s_naive*to_microamp, "uA")
show("Critical current from linearized motion", critical_current*1e6, "uA")
show("Critical current density", critical_current/(area_nm2*1e-14)/1e6, "MA/cm2")
show("Orbit integral Q", Q)
show("Barrier from Phi", barrier_naive, "eV")
show("Barrier from orbit average", barrier_true, "eV")
show("Log10 ratio of Boltzmann factors, Phi/orbit",
     (barrier_true-barrier_naive)/kT/np.log(10))
print("OMITTED EFFECTS")
show("Finite-damping barrier shift, first order in s",
     (barrier_path-barrier_true)*1e3, "meV")
show("Angle-dependent torque, bound on barrier shift",
     reduction*(1/(1-eta**2)-1), "eV")
show("Field-like torque at 0.2 s, barrier shift", 0.2*s*1e3, "meV")
show("Domain-wall energy estimate (exchange 20 pJ/m)", wall_energy, "eV")
show("Precession quantum / thermal energy", quantum_ratio)
show("Spin-current noise / thermal noise, upper estimate", shot_ratio)
show("Read voltage (RA 5 ohm um2)", voltage, "V")
show("Oxide field at critical current (1 nm)", critical_voltage/oxide_nm*10,
     "MV/cm")
show("Read heating (conductivity 10 W/m/K)",
     current*voltage*thermal_resistance, "K")
show("Heating at critical current",
     critical_current*critical_voltage*thermal_resistance, "K")
show("Orbit barrier / kT at 300 K", barrier_true/kT)
show("Orbit barrier / kT at 358 K, fixed K and Kp", barrier_true/hot_kT)
print("no test failed")
```

It prints:

```
FOKKER-PLANCK TESTS (energies in kT)
Largest finite-difference relative residual: 0.85079 per model time
Uniaxial log-density drop, pole to equator: 1
Biaxial test: K=3, Kp=6, alpha=0.01, s/alpha=2, orbit e=1.5
Log-density drop to hard-side point, computed: 1.2354
Log-density drop to easy-plane point, computed: 1.2354
Both drops from orbit average: 1.2355
Hard-side drop from Phi: 1.3257
Easy-plane drop from Phi: 0.91421
Basis shift, lmax 40 to 48: 4.2396e-06
Rate test: Kp/K=2, alpha=0.02, s/(alpha K)=0.8, K=6 and 10
Log-rate gain per K, computed: 0.22934
Log-rate gain per K, orbit average: 0.22623
Log-rate gain per K, Phi: 0.64
DEVICE INPUTS
Ellipse axes and thickness: 80, 40, 2 nm
Easy-axis energy K: 1 eV
Hard-axis energy Kp: 15 eV
Damping alpha: 0.01
Spin polarization eta: 0.6
Temperature: 300 K
Magnetization: 1000 kA/m
Read current: 10 uA
DEVICE RESULTS
Layer angular momentum: 2.71e+05 hbar
Thermal energy: 0.025852 eV
Spin current s: 0.012325 eV
s/alpha: 1.2325 eV
Typical mx in Phi well: 0.028987
Typical my in Phi well: 0.18353
Relative density-change rate there: 42.655 1/ns
Critical current from Phi: 16.228 uA
Critical current from linearized motion: 137.93 uA
Critical current density: 5.4882 MA/cm2
Orbit integral Q: 0.056351
Barrier from Phi: 0.14728 eV
Barrier from orbit average: 0.93055 eV
Log10 ratio of Boltzmann factors, Phi/orbit: 13.158
OMITTED EFFECTS
Finite-damping barrier shift, first order in s: 0.11212 meV
Angle-dependent torque, bound on barrier shift: 0.039066 eV
Field-like torque at 0.2 s, barrier shift: 2.4649 meV
Domain-wall energy estimate (exchange 20 pJ/m): 1.5947 eV
Precession quantum / thermal energy: 0.0011419
Spin-current noise / thermal noise, upper estimate: 0.00019981
Read voltage (RA 5 ohm um2): 0.019894 V
Oxide field at critical current (1 nm): 2.7441 MV/cm
Read heating (conductivity 10 W/m/K): 0.17584 K
Heating at critical current: 33.456 K
Orbit barrier / kT at 300 K: 35.995
Orbit barrier / kT at 358 K, fixed K and Kp: 30.164
no test failed
```
